**Density-of-states mass of the lowest subband in a silicon (001) film**

The program tests that the lowest subband of an unstrained (001) silicon film has density of states 2m_t/(πħ²), where m_t = 0.19 electron masses is the transverse valley mass and the factor 2 is the valley degeneracy. With the longitudinal mass m_l = 0.916, it also tests the bulk mass 6^(2/3)(m_l m_t²)^(1/3) = 1.06. Explicit counts of allowed wave vectors, in six bulk ellipsoids and in a 5 nm film, are asserted to agree with the two formulas within 1%. Further assertions compare finite-difference levels with the hard-wall formula and with the finite-barrier matching condition, and require the sum over subbands of a thick film to approach the bulk mass. The output shows that using 1.06 in the lowest subband overstates its density of states by a factor of 2.79. In the self-consistent Hartree model at 2×10¹² cm⁻², this subband holds 46% of the electrons at 300 K and, to the printed digits, all of them at 4 K. Halving the mesh spacing moves the gap between the twofold and fourfold ground levels by 0.04 meV. Correlation, screening of exchange, wall roughness and side-wall confinement are left out.

## Verification by program

```python
# Result under test: in an unstrained (001) silicon film the lowest subband has
# density of states 2*m_t/(pi*hbar^2): mass m_t per valley, two valleys, two spins.
# The bulk mass 6^(2/3)*(m_l*m_t^2)^(1/3) describes six valleys in three dimensions.
# m_l, m_t: longitudinal and transverse valley masses in electron masses.
# Internal units: nm, eV, electron masses; sheet density in nm^-2.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solveh_banded
from scipy.optimize import brentq

H2 = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18       # hbar^2/(2 m_e), eV nm^2
D_UNIT = 1 / (2 * np.pi * H2)                     # m_e/(pi hbar^2), 1/(eV nm^2)
E2_EPS0 = sc.e / sc.epsilon_0 * 1e9               # e^2/epsilon_0, eV nm
KB = sc.k / sc.e                                 # eV/K

# Rough typical silicon and oxide parameters
m_l, m_t = 0.916, 0.19
eps_si = 11.7
oxide_height, oxide_mass = 3.1, 0.5
alpha = 0.5                                      # nonparabolicity, 1/eV
valley_split = 1e-3                              # eV
shear_potential = 9.0                            # eV
# Example: double-gated nanosheet
thickness = 5.0
sheet_density = 0.02
T_warm, T_cold = 300.0, 4.0

m_single = (m_l * m_t**2)**(1 / 3)
m_bulk = 6**(2 / 3) * m_single
m_four = np.sqrt(m_l * m_t)
weight_low = 2 * m_t
weight_four = 4 * m_four
orientations = [(m_l, m_t, m_t), (m_t, m_l, m_t), (m_t, m_t, m_l)]


def film_levels(mass, step, margin=0.0, hartree=None, count=5):
    """Levels of a film in oxide (margin > 0) or between hard walls (margin = 0)."""
    cells = int(round((thickness + 2 * margin) / step))
    z = -margin + step * np.arange(1, cells)
    mid = -margin + step * (np.arange(cells) + 0.5)
    local_mass = np.where((mid > 0) & (mid < thickness), mass, oxide_mass)
    potential = np.where((z < 0) | (z > thickness), oxide_height, 0.0)
    at_face = np.isclose(z, 0, atol=1e-8) | np.isclose(z, thickness, atol=1e-8)
    potential[at_face] = oxide_height / 2
    if hartree is not None:
        potential = potential + hartree
    hop = H2 / (local_mass * step**2)
    energy, psi = eigh_tridiagonal(hop[:-1] + hop[1:] + potential, -hop[1:-1],
                                   select='i', select_range=(0, count - 1))
    return energy, psi / np.sqrt(step), z


def occupy(energies, weights, temperature):
    """Chemical potential and sheet density of every subband."""
    kt = KB * temperature

    def filling(mu):
        return D_UNIT * weights * kt * np.logaddexp(0, (mu - energies) / kt)
    mu = brentq(lambda x: filling(x).sum() - sheet_density, -2, 4, xtol=1e-13)
    return mu, filling(mu)


def self_consistent(temperature, step, margin=1.5):
    """Hartree levels with both film faces at the same potential."""
    z = film_levels(m_l, step, margin)[2]
    inside = (z > 1e-8) & (z < thickness - 1e-8)
    hartree = np.zeros(len(z))
    weights = np.repeat([weight_low, weight_four], 5)
    for _ in range(60):
        e_two, psi_two, _z = film_levels(m_l, step, margin, hartree)
        e_four, psi_four, _z = film_levels(m_t, step, margin, hartree)
        energies = np.concatenate([e_two, e_four])
        mu, filled = occupy(energies, weights, temperature)
        density = np.hstack([psi_two, psi_four])**2 @ filled
        bands = np.zeros((2, inside.sum()))
        bands[0, 1:] = -1 / step**2
        bands[1] = 2 / step**2
        target = np.zeros(len(z))
        target[inside] = solveh_banded(bands, E2_EPS0 / eps_si * density[inside])
        change = np.max(np.abs(target - hartree))
        hartree += 0.5 * (target - hartree)
    assert change < 1e-8
    slope = hartree[inside][0] / step
    assert np.isclose(slope, E2_EPS0 * sheet_density / (2 * eps_si), rtol=0.02)
    return e_two, e_four, mu, filled, hartree.max()


# Bulk mass from an explicit count of allowed wave vectors in six ellipsoids
bulk_energy, side = 0.1, 200.0
dk = 2 * np.pi / side
half = int(np.ceil(np.sqrt(m_l * bulk_energy / H2) / dk)) + 1
k2 = ((np.arange(-half, half + 1) + 0.3) * dk)**2
states = 0
for mx, my, mz in orientations:
    energy = H2 * (k2[:, None, None] / mx + k2[None, :, None] / my
                   + k2[None, None, :] / mz)
    states += 2 * 2 * np.count_nonzero(energy < bulk_energy)
m_bulk_counted = (3 * np.pi**2 * states / side**3)**(2 / 3) * H2 / bulk_energy
assert np.isclose(m_bulk_counted, m_bulk, rtol=0.01)

# Hard-wall levels from the Hamiltonian against the standing-wave formula
fine = 0.0125
hard_two = film_levels(m_l, fine)[0]
hard_four = film_levels(m_t, fine)[0]
for mass, found in ((m_l, hard_two), (m_t, hard_four)):
    formula = H2 * (np.pi * np.arange(1, 4) / thickness)**2 / mass
    assert np.allclose(found[:3], formula, rtol=1e-3)
assert hard_two[0] < hard_four[0]

# Film density of states from a count over all six valleys and all levels
plane_side = 2000.0
dk = 2 * np.pi / plane_side
half = int(np.ceil(1.35 / dk))
k2 = ((np.arange(-half, half + 1) + 0.3) * dk)**2


def count_film(limit):
    total = 0
    for mx, my, mz in orientations:
        plane = H2 * (k2[:, None] / mx + k2[None, :] / my)
        for level in film_levels(mz, fine)[0]:
            if level < limit:
                total += 2 * 2 * np.count_nonzero(plane < limit - level)
    return total / plane_side**2


low_a, low_b = hard_two[0] + 0.01, hard_two[0] + 0.04
assert low_b < min(hard_two[1], hard_four[0])
counted_low = (count_film(low_b) - count_film(low_a)) / (low_b - low_a) / D_UNIT
assert np.isclose(counted_low, weight_low, rtol=0.01)
high_a, high_b = 0.085, 0.14
assert max(hard_two[1], hard_four[0]) < high_a and high_b < hard_two[2]
counted_high = (count_film(high_b) - count_film(high_a)) / (high_b - high_a) / D_UNIT
assert np.isclose(counted_high, 2 * weight_low + weight_four, rtol=0.01)


# A thick film must recover the bulk mass when every subband is included
def thick_film_density(length):
    total = 0.0
    for mx, my, mz in orientations:
        top = int(np.sqrt(mz * bulk_energy / H2) * length / np.pi)
        levels = H2 * (np.pi * np.arange(1, top + 1) / length)**2 / mz
        total += 2 * np.sqrt(mx * my) * D_UNIT * np.sum(bulk_energy - levels)
    return total / length


lengths = [20.0, 80.0, 320.0, 1280.0]
thick = np.array([thick_film_density(length) for length in lengths])
thick_mass = (3 * np.pi**2 * thick)**(2 / 3) * H2 / bulk_energy
bulk_density = (m_bulk * bulk_energy / H2)**1.5 / (3 * np.pi**2)
deficit = 1 - thick / bulk_density
assert np.isclose(deficit[2] / deficit[3], 4, rtol=0.05)
assert np.isclose(thick_mass[-1], m_bulk, rtol=0.005)

# Filling of one subband: closed form against the Fermi integral
kt = KB * T_warm
closed = D_UNIT * weight_low * kt * np.log1p(np.exp(0.010 / kt))
integral = quad(lambda e: D_UNIT * weight_low / (np.exp((e - 0.010) / kt) + 1),
                0, 0.010 + 40 * kt)[0]
assert np.isclose(closed, integral, rtol=1e-7)
fermi_right = sheet_density / (D_UNIT * weight_low)
fermi_wrong = sheet_density / (D_UNIT * m_bulk)
k_fermi = np.sqrt(np.pi * sheet_density)
assert np.isclose(fermi_right, H2 * k_fermi**2 / m_t, rtol=1e-10)


def single_subband_mu(weight):
    return kt * np.log(np.expm1(sheet_density / (D_UNIT * weight * kt)))


mu_right, mu_wrong = single_subband_mu(weight_low), single_subband_mu(m_bulk)
for weight, mu_value in ((weight_low, mu_right), (m_bulk, mu_wrong)):
    density_back = quad(lambda e: D_UNIT * weight / (np.exp((e - mu_value) / kt) + 1),
                        0, 40 * kt)[0]
    assert np.isclose(density_back, sheet_density, rtol=1e-6)

# Finite oxide barrier: Hamiltonian against the matching condition
soft_two, psi_soft, z_soft = film_levels(m_l, fine, 1.5)
soft_four = film_levels(m_t, fine, 1.5)[0]
for mass, found in ((m_l, soft_two[0]), (m_t, soft_four[0])):
    ceiling = H2 * (np.pi / thickness)**2 / mass

    def mismatch(e):
        k = np.sqrt(mass * e / H2)
        kappa = np.sqrt(oxide_mass * (oxide_height - e) / H2)
        return k * np.tan(k * thickness / 2) / mass - kappa / oxide_mass
    matched = brentq(mismatch, 1e-8, ceiling * (1 - 1e-9))
    assert np.isclose(found, matched, rtol=0.005)
outside = (z_soft < 0) | (z_soft > thickness)
leak = np.sum(psi_soft[outside, 0]**2) * fine

# Occupation in three levels of description
weights = np.repeat([weight_low, weight_four], 5)
hard_fill = occupy(np.concatenate([hard_two, hard_four]), weights, T_warm)[1]
soft_fill = occupy(np.concatenate([soft_two, soft_four]), weights, T_warm)[1]
sc_two, sc_four, sc_mu, sc_fill, bending = self_consistent(T_warm, fine)
coarse_two, coarse_four, _m, coarse_fill, _b = self_consistent(T_warm, 2 * fine)
cold_two, cold_four, cold_mu, cold_fill, _b = self_consistent(T_cold, fine)
gap = sc_four[0] - sc_two[0]
gap_shift = gap - (coarse_four[0] - coarse_two[0])
share_shift = (sc_fill[0] - coarse_fill[0]) / sheet_density
assert gap > 0 and cold_four[0] > cold_two[0]
assert abs(gap_shift) < 5e-4
assert cold_fill[0] / sheet_density > 0.999
assert np.isclose(cold_mu - cold_two[0], fermi_right, rtol=1e-3)
all_levels = np.concatenate([sc_two, sc_four])
thermal_weight = np.sum(weights * np.exp(-(all_levels - sc_two[0]) / kt))

# Sizes of effects left out of the parabolic Hartree model
parabolic = soft_two[0] + kt


def bent_energy(gamma):
    return (np.sqrt(1 + 4 * alpha * gamma) - 1) / (2 * alpha)


bent_slope = (bent_energy(parabolic + 1e-5) - bent_energy(parabolic - 1e-5)) / 2e-5
dos_rise = 1 / bent_slope - 1
assert np.isclose(dos_rise, 2 * alpha * bent_energy(parabolic), rtol=1e-4)
coulomb = E2_EPS0 / (4 * np.pi * eps_si)
exchange = coulomb / (2 * np.pi) * quad(lambda a: 2 * k_fermi * np.cos(a),
                                        -np.pi / 2, np.pi / 2)[0]
assert np.isclose(exchange, 2 * k_fermi * coulomb / np.pi, rtol=1e-9)
one_valley_density = D_UNIT * m_t * valley_split
surface_field = E2_EPS0 * sheet_density / (2 * eps_si) * 10


def cap(weight):
    return D_UNIT * weight * 1e14 * sc.e * 1e6


print(f"input masses m_l, m_t: {m_l:.3f}, {m_t:.3f} m_e")
print(f"input film thickness: {thickness:.1f} nm")
print(f"input sheet density: {sheet_density*1e14:.2e} cm^-2")
print(f"input temperatures: {T_warm:.0f}, {T_cold:.0f} K; warm kT {kt*1e3:.2f} meV")
print(f"input silicon relative permittivity: {eps_si:.1f}")
print(f"input oxide barrier, mass: {oxide_height:.1f} eV, {oxide_mass:.1f} m_e")
print(f"single-valley bulk mass: {m_single:.3f} m_e")
print(f"six-valley factor 6^(2/3): {6**(2/3):.3f}")
print(f"six-valley bulk mass, formula: {m_bulk:.3f} m_e")
print(f"six-valley bulk mass, counted: {m_bulk_counted:.3f} m_e")
print(f"lowest subband, valleys times mass: {weight_low:.3f} m_e")
print(f"lowest subband, counted: {counted_low:.3f} m_e")
print(f"fourfold in-plane mass: {m_four:.3f} m_e")
print(f"fourfold valleys times mass: {weight_four:.3f} m_e")
print(f"two twofold + one fourfold subband, formula: {2*weight_low+weight_four:.3f} m_e")
print(f"two twofold + one fourfold subband, counted: {counted_high:.3f} m_e")
print(f"m_e/(pi hbar^2): {D_UNIT*1e14:.3e} cm^-2 eV^-1")
print(f"lowest-subband DOS, correct: {D_UNIT*weight_low*1e14:.3e} cm^-2 eV^-1")
print(f"lowest-subband DOS, mass 1.06: {D_UNIT*m_bulk*1e14:.3e} cm^-2 eV^-1")
print(f"overestimate, bulk mass alone: {m_bulk/weight_low:.2f}")
print(f"overestimate, bulk mass times two: {2*m_bulk/weight_low:.2f}")
print(f"zero-T Fermi energy, correct: {fermi_right*1e3:.2f} meV")
print(f"zero-T Fermi energy, bulk mass: {fermi_wrong*1e3:.2f} meV")
print(f"zero-T quantum capacitance, correct: {cap(weight_low):.1f} uF/cm2")
print(f"zero-T quantum capacitance, bulk mass: {cap(m_bulk):.1f} uF/cm2")
print(f"300 K one-subband mu-E1, correct: {mu_right*1e3:.1f} meV")
print(f"300 K one-subband mu-E1, bulk mass: {mu_wrong*1e3:.1f} meV")
for length, value in zip(lengths, thick_mass):
    print(f"bulk mass from film of {length:.0f} nm at 0.1 eV: {value:.3f} m_e")
print(f"hard walls, twofold levels 1, 2: {hard_two[0]*1e3:.1f}, {hard_two[1]*1e3:.1f} meV")
print(f"hard walls, fourfold level 1: {hard_four[0]*1e3:.1f} meV")
print(f"oxide walls, twofold levels 1, 2: {soft_two[0]*1e3:.1f}, {soft_two[1]*1e3:.1f} meV")
print(f"oxide walls, fourfold level 1: {soft_four[0]*1e3:.1f} meV")
print(f"lowest-state probability in oxide: {leak:.1e}")
print(f"Hartree 300 K, twofold 2 above 1: {(sc_two[1]-sc_two[0])*1e3:.1f} meV")
print(f"Hartree 300 K, fourfold 1 above twofold 1: {gap*1e3:.1f} meV")
print(f"Hartree potential maximum at 300 K: {bending*1e3:.1f} meV")
print(f"mesh {2*fine:.4f} to {fine:.4f} nm, gap shift: {gap_shift*1e3:.4f} meV")
print(f"same mesh change, lowest share shift: {share_shift*100:.4f} percent points")
print(f"300 K lowest share, hard walls: {hard_fill[0]/sheet_density*100:.1f} %")
print(f"300 K lowest share, oxide walls: {soft_fill[0]/sheet_density*100:.1f} %")
print(f"300 K lowest share, Hartree: {sc_fill[0]/sheet_density*100:.1f} %")
print(f"300 K fourfold share, Hartree: {sc_fill[5:].sum()/sheet_density*100:.1f} %")
print(f"4 K lowest share, Hartree: {cold_fill[0]/sheet_density*100:.2f} %")
print(f"300 K Boltzmann sum of valleys times mass: {thermal_weight:.3f} m_e")
print(f"nonparabolic DOS rise at E1+kT (alpha {alpha:.1f}/eV): {dos_rise*100:.1f} %")
print(f"rough valley splitting assumed: {valley_split*1e3:.1f} meV")
print(f"density filling only one split valley: {one_valley_density*1e14:.2e} cm^-2")
print(f"bare 2D exchange lowering at Fermi edge: {exchange*1e3:.1f} meV")
print(f"surface field in silicon: {surface_field:.3f} MV/cm")
print(f"rough shear deformation potential assumed: {shear_potential:.1f} eV")
print(f"strain difference xx-zz reversing order: {-gap/shear_potential*100:.2f} %")
print("no test failed")
```

It prints:

```
input masses m_l, m_t: 0.916, 0.190 m_e
input film thickness: 5.0 nm
input sheet density: 2.00e+12 cm^-2
input temperatures: 300, 4 K; warm kT 25.85 meV
input silicon relative permittivity: 11.7
input oxide barrier, mass: 3.1 eV, 0.5 m_e
single-valley bulk mass: 0.321 m_e
six-valley factor 6^(2/3): 3.302
six-valley bulk mass, formula: 1.060 m_e
six-valley bulk mass, counted: 1.060 m_e
lowest subband, valleys times mass: 0.380 m_e
lowest subband, counted: 0.380 m_e
fourfold in-plane mass: 0.417 m_e
fourfold valleys times mass: 1.669 m_e
two twofold + one fourfold subband, formula: 2.429 m_e
two twofold + one fourfold subband, counted: 2.429 m_e
m_e/(pi hbar^2): 4.177e+14 cm^-2 eV^-1
lowest-subband DOS, correct: 1.587e+14 cm^-2 eV^-1
lowest-subband DOS, mass 1.06: 4.427e+14 cm^-2 eV^-1
overestimate, bulk mass alone: 2.79
overestimate, bulk mass times two: 5.58
zero-T Fermi energy, correct: 12.60 meV
zero-T Fermi energy, bulk mass: 4.52 meV
zero-T quantum capacitance, correct: 25.4 uF/cm2
zero-T quantum capacitance, bulk mass: 70.9 uF/cm2
300 K one-subband mu-E1, correct: -12.0 meV
300 K one-subband mu-E1, bulk mass: -42.8 meV
bulk mass from film of 20 nm at 0.1 eV: 0.964 m_e
bulk mass from film of 80 nm at 0.1 eV: 1.035 m_e
bulk mass from film of 320 nm at 0.1 eV: 1.054 m_e
bulk mass from film of 1280 nm at 0.1 eV: 1.058 m_e
hard walls, twofold levels 1, 2: 16.4, 65.7 meV
hard walls, fourfold level 1: 79.2 meV
oxide walls, twofold levels 1, 2: 15.4, 61.4 meV
oxide walls, fourfold level 1: 58.5 meV
lowest-state probability in oxide: 1.5e-04
Hartree 300 K, twofold 2 above 1: 41.6 meV
Hartree 300 K, fourfold 1 above twofold 1: 42.3 meV
Hartree potential maximum at 300 K: 24.9 meV
mesh 0.0250 to 0.0125 nm, gap shift: -0.0362 meV
same mesh change, lowest share shift: -0.0268 percent points
300 K lowest share, hard walls: 61.7 %
300 K lowest share, oxide walls: 47.5 %
300 K lowest share, Hartree: 46.1 %
300 K fourfold share, Hartree: 43.2 %
4 K lowest share, Hartree: 100.00 %
300 K Boltzmann sum of valleys times mass: 0.786 m_e
nonparabolic DOS rise at E1+kT (alpha 0.5/eV): 4.0 %
rough valley splitting assumed: 1.0 meV
density filling only one split valley: 7.94e+10 cm^-2
bare 2D exchange lowering at Fermi edge: 19.6 meV
surface field in silicon: 0.155 MV/cm
rough shear deformation potential assumed: 9.0 eV
strain difference xx-zz reversing order: -0.47 %
no test failed
```
